\section*{Why an In-Plane Mirror Field Cannot Choose a Polar Texture's Handedness}

\section{A second calculation that need not be made}

You have relaxed a left-handed polar texture in a ferroelectric film under a uniform field, and you want to know which hand the field favours. Should you relax the right-handed texture too? If the film is achiral and the field lies in one of its mirror planes, the second calculation cannot answer a physical question. Its correct energy is already known: it equals the first. A difference between the two numbers then measures incomplete relaxation, an unequal choice of local minimum, unequal numerical settings, or an unnoticed loss of the mirror.

The reason is short, but its conditions matter. The mirror must belong to the whole film as it sits in the device: substrate, electrodes, strain and built-in fields included. No chiral ingredient may accompany the field. The claim concerns equilibrium energies, not the hand left behind by a particular switching history.

\section{The mirror pairs the textures}

Let $F_0[\mathbf P]$ be the free energy of the film without applied field, including the electrostatic energy of its own polarization. Let $M$ be the mirror. A reflection matrix satisfies $M=M^{T}=M^{-1}$ and $\det M=-1$. Polarization is a polar vector, so reflecting a texture moves the pattern and reflects each vector:
\begin{equation}
(M\mathbf P)(\mathbf r)=M\,\mathbf P(M^{-1}\mathbf r).
\end{equation}
That the film has this mirror means $F_0[M\mathbf P]=F_0[\mathbf P]$ for every texture.

At fixed electrode voltage a uniform field adds $-\int\mathbf E\cdot\mathbf P\,d^3r$. For the reflected texture, substitute $\mathbf r=M\mathbf r'$. The film maps onto itself and volumes are unchanged, so
\begin{align}
\int \mathbf E\cdot M\mathbf P(M^{-1}\mathbf r)\,d^3r
&=\int \mathbf E\cdot M\mathbf P(\mathbf r')\,d^3r'\\
&=\int (M\mathbf E)\cdot\mathbf P(\mathbf r')\,d^3r',
\end{align}
where the last step uses $M^T=M$. Hence
\begin{equation}
F_{\mathbf E}[M\mathbf P]=F_{M\mathbf E}[\mathbf P].
\label{pair}
\end{equation}

Handedness, in contrast, changes sign. A suitable measure is the integral of $\mathbf P\cdot\nabla\times\mathbf P=\epsilon_{ijk}P_i\partial_jP_k$. Reflection puts one factor of $M$ on each index, and $\epsilon_{ijk}M_{ia}M_{jb}M_{kc}=\det M\,\epsilon_{abc}=-\epsilon_{abc}$. The mirror therefore sends a left-handed sector of textures, $L$, onto a right-handed sector, $R$, and back.

Let $F_L(\mathbf E)$ be the energy of the lowest relaxed texture in $L$, that is, of its lowest local minimum, and define $F_R$ likewise. By (\ref{pair}), $M\mathbf P$ is a local minimum in the field $\mathbf E$ when $\mathbf P$ is one in the field $M\mathbf E$, and conversely. Write $R^*$ for the local minima in $R$ in the field $M\mathbf E$. Then
\begin{equation}
F_L(\mathbf E)=\min_{\mathbf P\in R^*}F_{\mathbf E}[M\mathbf P]
=\min_{\mathbf P\in R^*}F_{M\mathbf E}[\mathbf P]=F_R(M\mathbf E).
\label{main}
\end{equation}
A field lying in the mirror plane obeys $M\mathbf E=\mathbf E$, and then $F_L(\mathbf E)=F_R(\mathbf E)$. Nothing was assumed about the form of $F_0$ beyond its mirror symmetry, nor about the strength of the field, provided relaxed handed textures still exist in it; a field in the plane strong enough to destroy them removes both hands together. The same pairing holds for the higher local minima: each left-handed one has a right-handed partner of equal energy.

\section{A model in which the result could fail}

To see what the field does do, take a texture that varies along one axis. Let $x$ be normal to the mirror and $z$ normal to the film, so that the mirror plane is $yz$. The reflected texture is
\begin{equation}
(P_x,P_y,P_z)(x)\;\to\;(-P_x,P_y,P_z)(-x).
\end{equation}
The handedness per unit area of the $yz$ plane, over one period $\ell$, is
\begin{equation}
H=\int_0^{\ell}(P_zP_y'-P_yP_z')\,dx=\int_0^{\ell}\rho^2\varphi'\,dx,
\end{equation}
with $P_z=\rho\cos\varphi$ and $P_y=\rho\sin\varphi$. If $H>0$, the vector turns on balance from $z$ towards $y$ as $x$ increases, which is a left-handed screw. The sectors $L$ and $R$ hold the textures in which $\varphi$ winds by $+2\pi$ and $-2\pi$ per period. Here it matters that $F_L$ and $F_R$ refer to relaxed textures. A polarization that shrinks almost to zero at one point, and circles zero there in a tiny loop, can be given either winding at the same energy, and that energy can lie below the relaxed one. Such a texture is not a local minimum: it slips into the uniform state.

Let the easy axis lie in the $yz$ plane at an angle $\alpha$ from $z$ towards $y$. Write $p$ for the component of $\mathbf P$ along it and $q$ for the component along $(0,\cos\alpha,-\sin\alpha)$. The energy density is
\begin{align}
f={}&-\tfrac12(a_ep^2+a_hq^2+a_xP_x^2)+\tfrac14b|\mathbf P|^4
+\tfrac12G|\mathbf P'|^2\nonumber\\
&+\frac{(P_x-\langle P_x\rangle)^2}{2\varepsilon_0\varepsilon_b}
+\gamma P_x'P_z^2-\mathbf E\cdot\mathbf P .
\label{density}
\end{align}
The fourth term is the electrostatic cost of polarization charge along $x$ at fixed mean field. The term in $\gamma$ is flexoelectric in origin: a gradient of $P_x$ couples to the strain that accompanies $P_z^2$. Under the mirror both the sign of $P_x$ and the direction of the derivative change, so $P_x'$ keeps its sign and this term is allowed.

The $\gamma$ term also makes the example a real trial. Without it, (\ref{density}) is unchanged by $\mathbf P(x)\to\mathbf P(-x)$ with the components left alone. That operation reverses $H$ and leaves $\int\mathbf E\cdot\mathbf P\,dx$ unchanged for \emph{any} uniform $\mathbf E$. The two hands would be degenerate even in fields outside the mirror plane, through a symmetry that the film does not have.

\section{One wall, solved}

The texture is built from walls whose shape is known in closed form when $\mathbf E=0$, $\gamma=0$ and $P_x=0$. Setting the variation of the energy to zero gives
\begin{align}
Gp''&=-a_ep+b(p^2+q^2)p,\\
Gq''&=-a_hq+b(p^2+q^2)q.
\end{align}
Try $p=P_0\tanh\kappa x$ and $q=Q\,\mathrm{sech}\,\kappa x$. With $s=\mathrm{sech}\,\kappa x$ one has $p''=-2\kappa^2s^2p$ and $q''=\kappa^2(1-2s^2)q$, while
\begin{equation}
p^2+q^2=P_0^2-(P_0^2-Q^2)s^2 .
\end{equation}
Dividing the equations by $p$ and $q$ leaves
\begin{align}
-2G\kappa^2s^2&=-a_e+bP_0^2-b(P_0^2-Q^2)s^2,\\
G\kappa^2-2G\kappa^2s^2&=-a_h+bP_0^2-b(P_0^2-Q^2)s^2.
\end{align}
Matching the constants and the coefficients of $s^2$ gives
\begin{equation}
P_0^2=\frac{a_e}{b},\quad \kappa^2=\frac{a_e-a_h}{G},\quad
Q^2=P_0^2-\frac{2(a_e-a_h)}{b}.
\end{equation}
This is a Bloch wall: the polarization turns through the $q$ direction instead of shrinking to zero. It needs $a_e>a_h$ and $Q^2>0$, that is, $a_h>a_e/2$. The sign of $Q$ is free.

For the energy, multiply the two equations by $p'$ and $q'$, add, and integrate from the domain, where the gradients vanish. The gradient energy then equals the local energy above the domain value at each point, so the wall energy is twice the gradient part:
\begin{align}
\sigma&=\int G(p'^2+q'^2)\,dx\nonumber\\
&=G\kappa\int\left[P_0^2s^4+Q^2s^2(1-s^2)\right]d(\kappa x)\nonumber\\
&=G\kappa\left(\tfrac43P_0^2+\tfrac23Q^2\right).
\end{align}
The integrals follow from $t=\tanh\kappa x$, $dt=s^2d(\kappa x)$: they are $\int_{-1}^1(1-t^2)dt=4/3$ and $\int_{-1}^1t^2dt=2/3$.

Take $a_e,a_h,a_x=8,7,2$ in $10^8$~J\,m/C$^2$, $b=16\times10^8$~J\,m$^5$/C$^4$ and $G=10^{-10}$~J\,m$^3$/C$^2$. Then $P_0^2=0.5$ and $Q^2=0.5-2/16=0.375$ in C$^2$/m$^4$. The domains carry 70.7~uC/cm$^2$, the core 61.2~uC/cm$^2$, and $1/\kappa=1$~nm. In units of 0.1~J/m$^2$ the energy is $0.667+0.250=0.917$, or 91.7~mJ/m$^2$. A numerically relaxed pair of walls in a 24~nm period gives the same value to these digits.

\section{What the field changes, and what it leaves equal}

A periodic texture needs two walls, one where $p$ goes from positive to negative and one where it returns. If the first core has $q>0$ and the second $q<0$, the vector keeps turning in one sense and the texture is left-handed. Exchanging the core signs makes it right-handed. Both textures contain one core of each sign. This is the physical content of the theorem here: a field along $y$ can prefer one core to the other, but each texture has both. What distinguishes the hands is the order in which the cores meet the two kinds of wall, and the mirror reverses that order together with $x$.

Now restore the flexoelectric term with $\gamma=0.3$~J\,m$^4$/C$^3$, and set $\varepsilon_b=10$, $\alpha=10^\circ$ and $\ell=12$~nm. Apply $\mathbf E=(0,0.06,0.08)$~MV/cm, which has magnitude 0.1~MV/cm. Energies are per period and per unit area of the $yz$ plane, measured from the uniform state in the same field. To avoid feeding the answer in, the two hands were relaxed from starts that are not mirror images: initial walls at 0.30 and 0.68 of the period for the left, 0.25 and 0.70 for the right.

Without field each texture costs 182.7~mJ/m$^2$. With the field each costs 232.9~mJ/m$^2$. The rise of 50~mJ/m$^2$ is far from small, yet the left--right difference remains at the level of rounding. Much of the rise is the price of the reversed domain. The field along the easy axis is $0.08\cos10^\circ+0.06\sin10^\circ=0.089$~MV/cm, and the cores bounding that domain are 3.01~nm apart. The estimate $2P_0E_e$ times this width is $2(0.707)(0.089)(3.01)=0.38$ in units of 0.1~J/m$^2$, or 38~mJ/m$^2$. The remaining 12~mJ/m$^2$ contains the squeezing of the walls and the changes in the cores, which were not separated.

The geometry shows the pairing directly. In both textures $P_y$ reaches $61.2$~uC/cm$^2$ in one core and $-57.4$~uC/cm$^2$ in the other. Going along $+x$ from the positive to the negative core takes 3.01~nm in the left texture and 8.99~nm in the right. These add up to the period, as they must if one texture is the other read backwards. The values of $H$ are $\pm2.56$~C$^2$/m$^4$.

\section{Tilting the field out of the plane}

If the field has a component along $x$, then $M\mathbf E\neq\mathbf E$, and (\ref{main}) relates two different experiments. For $\Delta F=F_L-F_R$ it gives $\Delta F(M\mathbf E)=-\Delta F(\mathbf E)$: the difference is odd in $E_x$. It is allowed, though not required, to be nonzero.

Could some other improper symmetry still protect the degeneracy? An improper operation is a reflection combined with a rotation by $\theta$ about the normal of the reflecting plane. Its eigenvalues are $-1$ and $e^{\pm i\theta}$. It leaves a nonzero vector fixed only if one eigenvalue is $+1$, hence $\theta=0$, a pure mirror containing that vector. So a second mirror plane containing $\mathbf E$ would do, but inversion would not.

The size of the splitting follows from a derivative. At a relaxed texture the first-order change of $\mathbf P$ costs no energy, so only the explicit field term contributes: $\partial F/\partial E_x=-\ell\langle P_x\rangle$. To first order in $E_x$,
\begin{equation}
\Delta F=-E_x\ell\left(\langle P_x\rangle_L-\langle P_x\rangle_R\right)
=-2E_x\ell\langle P_x\rangle_L .
\label{slope}
\end{equation}
The second form holds because the mirror reverses $P_x$. A handed texture can thus carry a small mean polarization normal to the mirror plane, and a normal field acts on it.

Where does this polarization come from? Vary (\ref{density}) with respect to $P_x$ at $E_x=0$:
\begin{equation}
(b|\mathbf P|^2-a_x)P_x-GP_x''+\frac{P_x-\langle P_x\rangle}{\varepsilon_0\varepsilon_b}
=\gamma(P_z^2)' .
\end{equation}
Averaged over a period, the derivative terms and the electrostatic term vanish, leaving $\langle(b|\mathbf P|^2-a_x)P_x\rangle=0$. Put $P_x=m+u$ with $\langle u\rangle=0$. For well-separated walls $|\mathbf P|^2=P_0^2-\Delta S$, where $\Delta=P_0^2-Q^2$ and $S$ is the sum of $\mathrm{sech}^2$ over the two walls; the small $P_x^2$ is dropped. Then
\begin{equation}
m=\frac{b\Delta\langle Su\rangle}{bP_0^2-a_x-b\Delta\langle S\rangle}.
\end{equation}
The electrostatic stiffness dominates the response of $u$, so $u\approx\varepsilon_0\varepsilon_b\gamma(P_z^2)'$. With $P_z=p\cos\alpha-q\sin\alpha$, the squares $p^2$ and $q^2$ are even about a wall centre. Their derivatives are odd and drop out against the even $S$. The cross term $-pq\sin2\alpha$ survives. In the left texture it equals $P_0Q\sin2\alpha\,\tanh\kappa x\,\mathrm{sech}\,\kappa x$ at \emph{both} walls, with $x$ measured from each centre, because $p$ and $q$ both change sign between them. In the right texture it has the opposite sign at both. The weight per wall is
\begin{equation}
\int s^2\,\frac{d(ts)}{d\xi}\,d\xi=\int(2s^5-s^3)\,d\xi
=\frac{3\pi}{4}-\frac{\pi}{2}=\frac{\pi}{4},
\end{equation}
with $\xi=\kappa x$, using $d(ts)/d\xi=s^3-t^2s=2s^3-s$. Therefore
\begin{equation}
\langle Su\rangle=\frac{\pi}{2\ell}\,\varepsilon_0\varepsilon_b\gamma P_0Q\sin2\alpha .
\end{equation}
With $\langle S\rangle=4/(\kappa\ell)=1/3$ this gives $m=0.019$~uC/cm$^2$. The relaxed left texture in the in-plane field has 0.017~uC/cm$^2$, and the right texture has the opposite value. The estimate is about 13\% above the computed value; it omits the field, the wall overlap and the smaller stiffnesses of $u$.

Rotate the field by $1^\circ$ towards $x$ at fixed magnitude, so that $E_x=0.00175$~MV/cm. With $\langle P_x\rangle_L=1.705\times10^{-4}$~C/m$^2$, equation (\ref{slope}) gives
\begin{equation}
-2(0.001745)(12)(1.705\times10^{-4})=-7.14\times10^{-6}
\end{equation}
in units of 0.1~J/m$^2$, or $-0.714$~uJ/m$^2$. Direct relaxation of both hands gives $-0.714$~uJ/m$^2$. At $30^\circ$ the difference is $-20.7$~uJ/m$^2$, and at $-30^\circ$ it is $+20.7$~uJ/m$^2$, as the odd symmetry demands. With $\gamma=0$ the $30^\circ$ splitting vanishes to rounding: the accidental symmetry has returned.

\section{A chiral film, and a warm one}

The field may also stay in the plane while the film loses its mirror. Add $\chi\,\mathbf P\cdot\nabla\times\mathbf P$ to the energy density. This term changes sign under reflection, so $F_0[M\mathbf P]=F_0[\mathbf P]$ fails. The derivative argument now gives $\Delta F\approx\chi(H_L-H_R)$. For $\chi=0.001$~J\,m$^2$/C$^2$ this is $0.001\times5.117$~J/m$^2=5.12$~mJ/m$^2$, and relaxation confirms it to these digits. The chiral term selects the hand here; the field modifies the textures on which it acts.

Temperature does not undo the mirror argument. The partition function of a sector sums $e^{-F_{\mathbf E}[\mathbf P]/k_BT}$ over its textures. The mirror relabels positions and reverses one component, so it preserves the integration measure, and (\ref{pair}) gives $Z_L(\mathbf E)=Z_R(M\mathbf E)$. The equality then holds for free energies, fluctuations included.

A ring of six unit dipoles $\mathbf S_i$, each along $\pm x$, $\pm y$ or $\pm z$, lets every state be summed. In units of $k_BT$ its energy is
\begin{align}
U={}&-\sum_i\left[\mathbf S_i\cdot\mathbf S_{i+1}
+\tfrac12(S_i^yS_{i+1}^z+S_i^zS_{i+1}^y)\right]\nonumber\\
&+\tfrac12\sum_i(S_{i+1}^x-S_{i-1}^x)(S_i^z)^2-\mathbf E\cdot\sum_i\mathbf S_i .
\end{align}
The hands are separated by the sign of $\sum_i(S_i^zS_{i+1}^y-S_i^yS_{i+1}^z)$, and states where it is zero belong to neither. Over all 46\,656 states, the field $(0,0.3,0.4)$ gives equal free energies to rounding. The field $(0.5,0,0)$, of the same magnitude but normal to the mirror, gives $F_L-F_R=-0.21\,k_BT$.

\section{Beside a real film}

The parameters are round model values, not a fit to a material. The $10^\circ$ easy-axis tilt was chosen to make the off-plane effect visible; the estimate of $m$ above scales as $\sin2\alpha$. The wall length is only 2.5 lattice cells of 0.4~nm, so a continuum energy is marginal. The uniform field with a freely chosen in-plane part is an idealization as well: metal electrodes on the film faces short tangential fields. The model also assumes perfect screening, and even a small departure from it matters. For a uniformly polarized film 20~nm thick, a rough electrode screening length of 0.01~nm gives a depolarizing field of 0.8~MV/cm, eight times the applied one. With the polarization held at $P_0$ along $z$, its energy density, half of field times polarization, is about 28\% of the $10^8$~J/m$^3$ well depth, or some 340~mJ/m$^2$ over 12~nm. This is an upper bound. The added stiffness along $z$, $1.13\times10^8$~J\,m/C$^2$, exceeds $a_e-a_h$, so a relaxed uniform film would turn its polarization about $60^\circ$ away from $z$ and pay about 250~mJ/m$^2$, still more than the texture energy itself. The absolute energies quoted here are therefore not predictions for a device. Their left--right equality survives if the electrodes share the mirror.

Alignment is the more delicate matter for anyone looking for selection by a field. In this model the $1^\circ$ splitting, taken over a wall area of 20~nm by 1000~nm, is 0.089~eV per period, against $k_BT=0.026$~eV at 300~K. If a texture of that size reached equilibrium as one rigid unit, the hands would be populated in a ratio of about $e^{3.4}\approx30$. Whether it would reach equilibrium is another question. Forcing a 2~nm length of core through the non-rotating (Ising) wall, of energy 133.3~mJ/m$^2$, costs on the scale of 10~eV. This is a scale for the texture without field, not a computed barrier, but it suggests that a prepared hand could persist once the field is off. While the field is on, it squeezes the reversed domain and eases its collapse into the uniform state. For a collapse uniform along the wall, a saddle lies about 9~mJ/m$^2$ above the texture at 0.1~MV/cm, roughly 2~eV on the same patch. An observed excess of one hand after an in-plane field thus does not contradict the theorem. It points to history, misalignment, a missing mirror or, in a small sample, chance. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (round model values)
Landau a_easy, a_hard, a_x = 8.0, 7.0, 2.0 (1e8 J m/C2)
quartic b = 16.0 (1e8 J m5/C4)
gradient G = 1.0 (1e-10 J m3/C2)
flexoelectric gamma = 3.0 (0.1 J m4/C3)
easy-axis tilt in yz plane = 10.0 deg
background permittivity = 10; period = 12.0 nm
in-plane field Ex, Ey, Ez = 0.000, 0.060, 0.080 MV/cm
SINGLE WALL, no field, no flexoelectric term
domain polarization = 70.71 uC/cm2; core = 61.24 uC/cm2
wall length 1/kappa = 1.000 nm
Bloch wall energy: formula 91.667, relaxed 91.669 mJ/m2
Ising wall energy (quadrature) = 133.333 mJ/m2
TEXTURE ENERGY PER PERIOD, above the uniform state
zero field: left 182.74913, right 182.74913 mJ/m2
field in mirror plane: left 232.86527, right 232.86527 mJ/m2
left minus right, zero field = -1.8e-10 uJ/m2
left minus right, field in plane = 0.0e+00 uJ/m2
H: left 2.5587, right -2.5587 C2/m4
largest Py: left 61.21, right 61.21 uC/cm2
smallest Py: left -57.44, right -57.44 uC/cm2
distance along +x from +y core to -y core: left 3.01, right 8.99 nm
mean Px: left 0.01705, right -0.01705 uC/cm2
LEFT MINUS RIGHT, field tilted out of the mirror plane
tilt    1 deg: -0.7141 uJ/m2
tilt   10 deg: -7.1132 uJ/m2
tilt   30 deg: -20.6677 uJ/m2
tilt  -30 deg: 20.6677 uJ/m2
first-order prediction at 1 deg = -0.7141 uJ/m2
30 deg without flexoelectric term = 0.0e+00 uJ/m2
mesh 97 to 129 points, 30 deg: splitting shift 0.0e+00 uJ/m2
same mesh change: left energy shift 3.6e-10 uJ/m2
CHIRAL FILM, field in mirror plane
chi = 0.01 (0.1 J m2/C2): left minus right = 5.1173 mJ/m2
first-order prediction = 5.1174 mJ/m2
THERMAL RING OF SIX DIPOLES, (F_left - F_right)/kT
number of states = 46656
field (0, 0.3, 0.4) kT per dipole, in plane: -0.0e+00
field (0.5, 0, 0) kT per dipole, normal to mirror: -0.21109
NEGLECTED EFFECTS (rough inputs)
film thickness = 20 nm; wall length = 1000 nm; T = 300 K
kT = 0.0259 eV; 1 deg misalignment splitting = 0.0891 eV per period
core reversal scale, patch 2.0 nm long = 10.40 eV
electrode screening length = 0.01 nm: stray field along z = 0.799 MV/cm
applied field / rough breakdown field of 1 MV/cm = 0.10
wall length 1/kappa over lattice cell of 0.4 nm = 2.50
\end{verbatim}
